# The Haken–Strobl Dimer: From Oscillation to Hopping, part 1

(Sections cited here and not found follow in the second part.)

## First half: averaged motion and the end of oscillation

Two molecules share one electronic excitation. State \(|1\rangle\) has the excitation on the first molecule and \(|2\rangle\) has it on the second. The electromagnetic coupling between the molecules is taken as a fixed real number \(J\neq0\), and the site energies differ by \(\Delta\):

\[
H=\frac{\Delta}{2}\bigl(|1\rangle\langle1|-|2\rangle\langle2|\bigr)
+J\bigl(|1\rangle\langle2|+|2\rangle\langle1|\bigr).
\]

The surroundings shake the site energies. In the Haken–Strobl model this adds \(\sum_n\xi_n(t)|n\rangle\langle n|\) to \(H\), where the \(\xi_n\) are Gaussian white noises of zero mean,

\[
\langle\xi_n(t)\xi_m(t')\rangle=\Gamma\,\delta_{nm}\,\delta(t-t'),\qquad \Gamma>0 .
\]

The noises on the two sites are independent, and loss of the excitation is neglected. The algebra uses \(\hbar=1\), so energies and rates share one unit. Numerical energies and rates are in eV and times in 1/eV. The examples use the round model value \(J=0.010\) eV and stand for no particular material. The excitation starts on site 1.

### (a) Average over the noise

**Question.** Find the equations of motion of the noise-averaged density matrix \(\rho\). At what rate \(\gamma\) does the noise destroy the coherence \(\rho_{12}\)?

**Solution.** Consider a short time \(dt\). The noise multiplies the amplitude on site \(n\) by \(e^{-i\phi_n}\), where \(\phi_n\) is the integral of \(\xi_n\) over the step. It is a Gaussian number with zero mean and variance

\[
\langle\phi_n^2\rangle=\int_0^{dt}\!\!\int_0^{dt}\Gamma\,\delta(t-t')\,dt\,dt'=\Gamma\,dt .
\]

The populations \(\rho_{11}\) and \(\rho_{22}\) do not feel these phases. The coherence acquires the factor \(e^{-i(\phi_1-\phi_2)}\). Because the phases are independent, their difference has variance \(2\Gamma dt\). A Gaussian number \(x\) of zero mean obeys \(\langle e^{-ix}\rangle=e^{-\langle x^2\rangle/2}\), so

\[
\bigl\langle e^{-i(\phi_1-\phi_2)}\bigr\rangle=e^{-\Gamma dt}.
\]

The phases of one step are independent of everything that happened before it. The average over a step may therefore be applied to the already averaged density matrix. The noise and \(H\) act together during the step, and their failure to commute first produces terms of size \(\phi\,dt\), which average to zero because they are odd in \(\phi\). What is left is of order \(dt^2\). There are \(t/dt\) steps, so the accumulated error vanishes as \(dt\to0\). The averaged equation thus holds for any size of \(J\), and the coherence decay rate is

\[
\gamma=\Gamma .
\]

The Hamiltonian part is \(\dot\rho=-i(H\rho-\rho H)\). Its 12 element contains

\[
(H\rho-\rho H)_{12}
=\tfrac{\Delta}{2}\rho_{12}+J\rho_{22}-\rho_{11}J+\tfrac{\Delta}{2}\rho_{12}
=\Delta\rho_{12}-J(\rho_{11}-\rho_{22}).
\]

With \(z=\rho_{11}-\rho_{22}\) and the noise decay added,

\[
\dot\rho_{12}=-(\gamma+i\Delta)\rho_{12}+iJz .
\]

For the population, \(\rho_{21}=\rho_{12}^*\) gives

\[
\dot\rho_{11}=-iJ(\rho_{21}-\rho_{12})=-iJ(-2i\,\mathrm{Im}\,\rho_{12})=-2J\,\mathrm{Im}\,\rho_{12}.
\]

The total population is constant, so \(\dot\rho_{22}=+2J\,\mathrm{Im}\,\rho_{12}\) and

\[
\dot z=-4J\,\mathrm{Im}\,\rho_{12}.
\]

The initial values are \(z(0)=1\) and \(\rho_{12}(0)=0\). Population moves only by way of the coherence, and the noise acts only on the coherence. That is how a noise that moves no population itself can control the transfer.

The average was checked by following 20000 individual noisy wavefunctions at \(\Delta=0.010\) eV and \(\gamma=0.020\) eV. At \(t=100\) /eV they give \(z=0.1920\pm0.0025\), where the uncertainty is one standard error; the averaged equation gives 0.1905. At \(t=200\) /eV the two values are \(-0.0654\pm0.0043\) and \(-0.0669\). Each wavefunction stays a pure state. The decay appears because different members of the ensemble drift out of phase.

### (b) Solve the averaged equations

**Question.** Eliminate the coherence and obtain \(z(t)\) for arbitrary \(J\), \(\Delta\) and \(\gamma\). Show that \(z\) decays to zero.

**Solution.** The equation for \(\rho_{12}\) is linear with source \(iJz\). Since \(\rho_{12}(0)=0\), its solution is

\[
\rho_{12}(t)=iJ\int_0^t e^{-(\gamma+i\Delta)u}\,z(t-u)\,du .
\]

Because \(z\) is real, the imaginary part keeps \(\mathrm{Re}\,e^{-i\Delta u}=\cos\Delta u\). Insertion in \(\dot z\) gives

\[
\dot z(t)=-\int_0^tK(u)\,z(t-u)\,du,\qquad
K(u)=4J^2e^{-\gamma u}\cos\Delta u .
\]

The rate of change depends on earlier populations, with a memory of duration about \(1/\gamma\). Let \(\hat z(s)=\int_0^\infty e^{-st}z(t)\,dt\). The derivative transforms into \(s\hat z-1\), and the integral over the past becomes a product:

\[
s\hat z-1=-\hat K\hat z,\qquad
\hat K(s)=\frac{4J^2(s+\gamma)}{(s+\gamma)^2+\Delta^2}.
\]

Solving for \(\hat z\) and clearing the fraction,

\[
\hat z(s)=\frac{(s+\gamma)^2+\Delta^2}{P(s)},\qquad
P(s)=s\bigl[(s+\gamma)^2+\Delta^2\bigr]+4J^2(s+\gamma).
\]

If the three roots \(s_j\) of the cubic \(P\) are distinct, partial fractions give

\[
z(t)=\sum_{j=1}^{3}\frac{(s_j+\gamma)^2+\Delta^2}{P'(s_j)}\,e^{s_jt}.
\]

When roots coincide, the limit of this sum is taken; it contains powers of \(t\) times exponentials.

To see that every mode decays, write

\[
\hat K(s)=2J^2\left[\frac1{s+\gamma+i\Delta}+\frac1{s+\gamma-i\Delta}\right].
\]

For \(\mathrm{Re}\,s\ge0\) both denominators have positive real part, and so have their inverses. Hence \(\mathrm{Re}(s+\hat K)>0\). Since \(P=(s+\hat K)[(s+\gamma)^2+\Delta^2]\), and the bracket is nonzero there, \(P\) has no root with \(\mathrm{Re}\,s\ge0\). Any noise strength \(\gamma>0\) therefore drives \(z\) to zero, and the sites end equally populated.

### (c) The resonant dimer

**Question.** Set \(\Delta=0\). At which \(\gamma\) does the oscillation disappear?

**Solution.** At \(\Delta=0\) the factor \(s+\gamma\) cancels in \(\hat z\):

\[
\hat z=\frac{s+\gamma}{s^2+\gamma s+4J^2}.
\]

This is the transform of a damped oscillator, \(\ddot z+\gamma\dot z+4J^2z=0\), with \(z(0)=1\) and \(\dot z(0)=0\). Its roots are \(-\gamma/2\pm q\), with \(q^2=\gamma^2/4-4J^2\). A combination \(e^{-\gamma t/2}(\cosh qt+b\sinh qt)\) has initial slope \(-\gamma/2+bq\), which must vanish. Thus \(b=\gamma/(2q)\) and

\[
z(t)=e^{-\gamma t/2}\left[\cosh qt+\frac{\gamma}{2q}\sinh qt\right].
\]

For \(\gamma<4|J|\), \(q=i\omega\) is imaginary, with \(\omega=\sqrt{4J^2-\gamma^2/4}\). The bracket becomes \(\cos\omega t+(\gamma/2\omega)\sin\omega t\), and \(z\) changes sign again and again. For \(\gamma>4|J|\), \(q\) is real, both terms are positive, and \(z\) never crosses zero. The resonant crossover is sharp:

\[
\gamma=4|J| .
\]

At this point \(\sinh(qt)/q\to t\) and \(\gamma/2=2|J|\), so \(z=e^{-2|J|t}(1+2|J|t)\).

For \(J=0.010\) eV the crossover is at \(0.040\) eV. At \(t=200\) /eV one has \(2Jt=4\), and the critical curve gives \(z=5e^{-4}=0.0916\). At the same time, \(\gamma=0.020\) eV gives \(z=-0.1531\), so more than half of the population is on site 2. With \(\gamma=0.160\) eV, \(z=0.6115\): strong dephasing has slowed the transfer, because the coherence that carries it is destroyed before it can build up.

### (d) The detuned dimer

**Question.** For \(\Delta\neq0\), when does \(z\) keep changing sign at late times? Is there still one value of \(\gamma\) at which the oscillation ends?

**Solution.** Put \(u=s+\gamma\). The equation \(P=0\) becomes

\[
p(u)=u^3-\gamma u^2+(\Delta^2+4J^2)u-\gamma\Delta^2=0 .
\]

**Number of real roots.** Collecting the terms with \(\gamma\) shows that a real root satisfies

\[
\gamma=g(u),\qquad g(u)=u+\frac{4J^2u}{u^2+\Delta^2}.
\]

Since \(g\) has the sign of \(u\), only \(u>0\) matters. Its derivative is

\[
g'(u)=1+\frac{4J^2(\Delta^2-u^2)}{(u^2+\Delta^2)^2}.
\]

With \(w=u^2+\Delta^2\), the condition \(g'=0\) reads \(w^2-4J^2w+8J^2\Delta^2=0\), so

\[
w_\pm=2J^2\pm2|J|\sqrt{J^2-2\Delta^2}.
\]

For \(|\Delta|>|J|/\sqrt2\) these are not real, \(g\) rises steadily, and there is one real root and one complex pair for every \(\gamma\). For \(|\Delta|<|J|/\sqrt2\), \(g\) has a maximum at \(w_-\) and a minimum at \(w_+\). Both belong to real \(u\): \(w_+w_-=8J^2\Delta^2\) and \(w_+<4J^2\) imply \(w_->2\Delta^2\). Three real roots then exist between

\[
\gamma_\mp=\left(1+\frac{4J^2}{w_\pm}\right)\sqrt{w_\pm-\Delta^2}.
\]

The upper signs belong together: \(w_+\) gives the lower limit \(\gamma_-\).

**Slowest mode.** Suppose there is one real root \(u_0\) and a complex pair. The three roots add up to \(\gamma\), so the pair has real part \((\gamma-u_0)/2\). The pair decays more slowly than the real mode if this exceeds \(u_0\), that is, if \(u_0<\gamma/3\). As \(p\) is positive to the right of its one real root, this means \(p(\gamma/3)>0\). Direct substitution gives

\[
p(\gamma/3)=-\frac{2\gamma^3}{27}+\frac{\gamma(4J^2-2\Delta^2)}{3}
=\frac{2\gamma}{27}\bigl(18J^2-9\Delta^2-\gamma^2\bigr).
\]

The pair is therefore the slowest mode when \(\gamma<\gamma_e=\sqrt{18J^2-9\Delta^2}\), and the real mode is slowest when \(\gamma>\gamma_e\). At \(\gamma=\gamma_e\) itself the two decay equally fast and the weights decide. For \(\Delta=|J|\), \(\gamma=3|J|\) the sum over roots gives \(z=e^{-2|J|t}\bigl(1+\sqrt2\sin\sqrt2|J|t\bigr)\), which still changes sign without end. Late oscillation thus requires \(\gamma\le\gamma_e\). The mode weights cannot vanish when \(\Delta\ne0\): a zero of \((s+\gamma)^2+\Delta^2\) that was also a root of \(P\) would need \(s+\gamma=0\), which contradicts it.

**Joining the cases.** At \(\gamma=\gamma_e\) one root is \(\gamma/3\). Expanding \(p\) about it leaves \((u-\gamma/3)^2=2J^2-4\Delta^2\) for the others. They are real if \(|\Delta|\le|J|/\sqrt2\), so in that range \(\gamma_e\) lies between \(\gamma_-\) and \(\gamma_+\). Below \(\gamma_-\) the pair is slowest; above \(\gamma_+\) the real mode is slowest. The late sign changes consequently end at

- \(\gamma_-\) for \(0<|\Delta|<|J|/\sqrt2\);
- \(\gamma_e\) for \(|J|/\sqrt2\le|\Delta|<\sqrt2|J|\).

For \(|\Delta|\ge\sqrt2|J|\) there is no endless sequence of sign changes at any \(\gamma>0\). As \(\Delta\to0\), \(w_+\to4J^2\) and \(\gamma_-\to4|J|\), in agreement with (c).

For \(\Delta=0.005\) eV the eigenvalues of the averaged equation place the boundary at 0.0386 eV, and a complex pair returns above 0.0454 eV, now as a fast mode. For \(\Delta=0.010\) eV the boundary is \(\sqrt{18-9}\,J=0.030\) eV. On its two sides, at \(\gamma=0.010\) and \(0.050\) eV, \(z\) changes sign 8 times and not at all up to \(t=1200\) /eV.

The late-time boundary does not exclude early oscillations. As \(\gamma\to0\), with \(\Omega^2=\Delta^2+4J^2\),

\[
\hat z\to\frac{s^2+\Delta^2}{s(s^2+\Omega^2)},\qquad
z\to\frac{\Delta^2}{\Omega^2}+\frac{4J^2}{\Omega^2}\cos\Omega t .
\]

A detuned dimer can thus oscillate visibly about a positive mean. Whether the motion is hopping must be decided by a separate criterion.

## Second half: the hopping rate and its range

The symbols are those of the first half: coupling \(J\), site energy difference \(\Delta\), coherence decay rate \(\gamma\), and population difference \(z=\rho_{11}-\rho_{22}\) with \(z(0)=1\). Units are \(\hbar=1\), eV and 1/eV. The results needed are

\[
\dot\rho_{11}=-2J\,\mathrm{Im}\,\rho_{12},\qquad
\rho_{12}(t)=iJ\int_0^te^{-(\gamma+i\Delta)u}z(t-u)\,du,
\]

\[
\dot z=-\int_0^tK(u)z(t-u)\,du,\qquad K(u)=4J^2e^{-\gamma u}\cos\Delta u,
\]

\[
\hat z(s)=\frac1{s+\hat K(s)}=\frac{(s+\gamma)^2+\Delta^2}{P(s)},\qquad
P(s)=s[(s+\gamma)^2+\Delta^2]+4J^2(s+\gamma).
\]

All roots of \(P\) have negative real part when \(\gamma>0\). At resonance, sign changes of \(z\) stop at \(\gamma=4|J|\).

### (e) Derive the incoherent rate

**Question.** Assume that \(z\) changes little during the memory time \(1/\gamma\). Find the rate equation for the populations, and turn the assumption into a condition on \(J\), \(\Delta\) and \(\gamma\).

**Solution.** In the integral for \(\rho_{12}\), the exponential restricts \(u\) to a few times \(1/\gamma\). If \(z\) hardly changes in that time, \(z(t-u)\) may be replaced by \(z(t)\). For \(t\gg1/\gamma\) the upper limit may be moved to infinity:

\[
\rho_{12}\simeq iJz\int_0^\infty e^{-(\gamma+i\Delta)u}du
=\frac{iJz}{\gamma+i\Delta}
=\frac{iJz(\gamma-i\Delta)}{\gamma^2+\Delta^2}.
\]

The numerator is \(J\Delta z+iJ\gamma z\), so

\[
\mathrm{Im}\,\rho_{12}\simeq\frac{J\gamma}{\gamma^2+\Delta^2}\,z .
\]

Putting this in \(\dot\rho_{11}=-2J\,\mathrm{Im}\,\rho_{12}\) gives

\[
\dot\rho_{11}=-k(\rho_{11}-\rho_{22}),\qquad
k=\frac{2J^2\gamma}{\gamma^2+\Delta^2}.
\]

The term \(-k\rho_{11}\) describes hops from site 1 to site 2, and \(+k\rho_{22}\) describes hops back. Thus \(k\) is the rate in each direction. The population difference loses from both processes:

\[
\dot z=\dot\rho_{11}-\dot\rho_{22}=-2kz,\qquad z=e^{-2kt}.
\]

One factor of \(J\) creates the coherence and the other turns it into a population change, so the sign of \(J\) drops out. The sign of \(\Delta\) drops out as well.

The assumption requires the change of \(z\) in a time \(1/\gamma\), which is about \(2k/\gamma\), to be small. This ratio is

\[
\varepsilon=\frac{2k}{\gamma}=\frac{4J^2}{\gamma^2+\Delta^2}\ll1 .
\]

Hopping can therefore be reached in two ways: by dephasing much faster than the coupling, or by detuning much larger than the coupling. At large detuning the coherence rotates out of step with its source before much population has moved, even if \(\gamma\) itself is small.

The main example has \(\Delta=0.020\) eV and \(\gamma=0.100\) eV. Then

\[
k=\frac{2(0.010)^2(0.100)}{(0.100)^2+(0.020)^2}
=\frac{2.00\times10^{-5}}{0.0104}=1.923\times10^{-3}\ \text{eV},
\]

or 2.92 per picosecond after division by \(\hbar\). Here \(\varepsilon=0.0385\).

The noise-averaged equations have been solved for any \(J\), \(\Delta\) and \(\gamma>0\), the end of late-time oscillation has been located, and the hopping rate \(k\) has been derived for \(\varepsilon\ll1\). It remains to find how accurate the hopping law is, what stays exact during oscillation, and how \(k\) is related to Foerster's rate.

Numbers in the example were calculated in double precision.
